# Zero Sum of Inverse Masses in Nearest-Neighbour Diamond Tight Binding: a program that tests the result

```python
"""
Result under test: in an orthogonal nearest-neighbour tight-binding model of
the diamond structure, the inverse effective masses of all bands add to zero
at every wave vector k and for every direction u:
    sum_n m0/m_n = (m0/hbar^2) sum_n d^2 E_n(k + t u)/dt^2 at t = 0  =  0.
At degeneracies E_n(k + t u) means the analytic branches along the line.
Symbols: a lattice constant (nm), k wave vector (1/nm), E energy (eV),
m0 free-electron mass. Orbitals per atom: s, px, py, pz, s* (excited s).
Hopping integrals are ordered (ss_sigma, sp_sigma, s*p_sigma, pp_sigma, pp_pi).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq

HB2M = const.hbar**2 / (const.m_e * const.e) * 1e18      # hbar^2/m0, eV nm^2
a = 0.54
E_S, E_P, E_STAR = -4.0, 1.7, 6.7
HOP = (-2.1, 2.5, 2.4, 2.7, -0.7)
X, Y, Z = np.eye(3)
STEP = 0.01                                            # 1/nm

primitive = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
atoms = np.array([[0, 0, 0], [a / 4, a / 4, a / 4]])

# Neighbours are found from the positions, not assumed.
pairs = []
for i, j in itertools.product(range(2), repeat=2):
    for n in itertools.product(range(-2, 3), repeat=3):
        R = np.array(n) @ primitive
        d = R + atoms[j] - atoms[i]
        if np.linalg.norm(d) > 1e-9:
            pairs.append((i, j, d, R, round(float(np.linalg.norm(d)), 8)))
shell_radii = sorted({p[4] for p in pairs})[:2]
shells = [[p for p in pairs if p[4] == r] for r in shell_radii]
assert len(shells[0]) == 2 * 4 and all(p[0] != p[1] for p in shells[0])
assert len(shells[1]) == 2 * 12 and all(p[0] == p[1] for p in shells[1])


def bond_block(l, v):
    """Two-centre matrix <orbital on atom 1|H|orbital on atom 2>, l = unit bond."""
    ss, sp, star_p, pps, ppp = v
    b = np.zeros((5, 5))
    b[0, 0] = ss
    b[0, 1:4], b[1:4, 0] = sp * l, -sp * l
    b[4, 1:4], b[1:4, 4] = star_p * l, -star_p * l
    b[1:4, 1:4] = (pps - ppp) * np.outer(l, l) + ppp * np.eye(3)
    return b


def make_model(first=HOP, second=None, strain=None, cell_phase=False):
    """Return (on-site matrix, bond matrices, phase vectors)."""
    deform = np.eye(3) + (np.zeros((3, 3)) if strain is None else strain)
    blocks, vectors = [], []
    for shell, v in zip(shells, (first, second)):
        if v is None:
            continue
        for i, j, d, R, r0 in shell:
            dd = deform @ d
            r = np.linalg.norm(dd)
            big = np.zeros((10, 10))
            big[5*i:5*i+5, 5*j:5*j+5] = bond_block(dd / r, v) * (r0 / r)**2
            blocks.append(big)
            vectors.append(deform @ R if cell_phase else dd)
    onsite = np.diag([E_S, E_P, E_P, E_P, E_STAR] * 2)
    return onsite, np.array(blocks), np.array(vectors)


def bloch(model, k, u=None, order=0):
    """H(k), or its derivative of given order along u."""
    onsite, blocks, vectors = model
    phase = np.exp(1j * vectors @ k)
    if order:
        phase = phase * (1j * vectors @ u)**order
    h = np.tensordot(phase, blocks, 1)
    return h if order else h + onsite


def bands(model, k):
    return np.linalg.eigvalsh(bloch(model, k))


def stencil(f, h=STEP):
    """Fourth-order finite-difference second derivative of f(t) at t = 0."""
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h)) / (12*h*h)


def fd_masses(model, k, u):
    return stencil(lambda t: bands(model, k + t * u)) / HB2M


def clusters(values, tol):
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return np.split(np.arange(len(values)), cuts)


def branches(model, k, u):
    """Energies, slopes and m0/m of analytic branches by perturbation theory."""
    e, U = np.linalg.eigh(bloch(model, k))
    h1 = U.conj().T @ bloch(model, k, u, 1) @ U
    h2 = U.conj().T @ bloch(model, k, u, 2) @ U
    slopes, curvatures = [], []
    for g in clusters(e, 1e-7):
        rest = np.setdiff1d(np.arange(len(e)), g)
        coupling = h1[np.ix_(g, rest)]
        second = h2[np.ix_(g, g)] + 2 * (
            coupling / (e[g].mean() - e[rest])) @ coupling.conj().T
        s, W = np.linalg.eigh(h1[np.ix_(g, g)])
        second = W.conj().T @ second @ W
        for q in clusters(s, 1e-6):
            curvatures.extend(np.linalg.eigvalsh(second[np.ix_(q, q)]))
        slopes.extend(s)
    return e, np.array(slopes), np.array(curvatures) / HB2M


model = make_model()
rng = np.random.default_rng(5)
gamma = np.zeros(3)
generic = np.array([1.7, 0.9, -2.6])

# Sum rule from eigenvalues alone, at random wave vectors and directions.
worst_sum, typical = 0.0, []
for _ in range(200):
    k = rng.uniform(-12, 12, 3)
    u = rng.normal(size=3)
    u /= np.linalg.norm(u)
    m = fd_masses(model, k, u)
    worst_sum = max(worst_sum, abs(m.sum()))
    typical.append(np.abs(m).sum())
assert worst_sum < 1e-5        # rounding of eigenvalues divided by STEP^2
assert np.median(typical) > 1

# Individual masses at a generic point; six directions fix the whole tensor.
for u in (X, Y, Z, X + Y, Y + Z, Z + X):
    fd = fd_masses(model, generic, u)
    assert np.allclose(fd, branches(model, generic, u)[2], atol=1e-4)
    assert abs(fd.sum()) < 1e-5

# Direct and interband parts in two phase conventions.
cell_model = make_model(cell_phase=True)
direct_parts = []
for mod in (model, cell_model):
    _, U = np.linalg.eigh(bloch(mod, generic))
    direct = np.real(np.diag(U.conj().T @ bloch(mod, generic, X, 2) @ U)) / HB2M
    assert abs(direct.sum()) < 1e-9
    direct_parts.append(direct)
total_generic = branches(model, generic, X)[2]
assert np.allclose(total_generic, branches(cell_model, generic, X)[2], atol=1e-8)
assert np.max(np.abs(direct_parts[0] - direct_parts[1])) > 0.01

# Degenerate levels at Gamma.
u111 = np.ones(3) / np.sqrt(3)
u110 = (X + Y) / np.sqrt(2)
gamma_masses = {}
for name, u in (("100", X), ("110", u110), ("111", u111)):
    e_gamma, _, m = branches(model, gamma, u)
    assert np.allclose(m, fd_masses(model, gamma, u), atol=1e-4)
    gamma_masses[name] = m
top_sums = [gamma_masses[n][1:4].sum() for n in ("100", "110", "111")]
assert np.ptp(top_sums) < 1e-8
assert np.max(np.abs(gamma_masses["100"] - gamma_masses["111"])) > 0.01

# Linear crossings at X: follow branches through the crossing.
x_point = 2 * np.pi / a * X


def followed(t):
    e = bands(model, x_point + t * X)
    return e if t >= 0 else e.reshape(5, 2)[:, ::-1].ravel()


e_x, slope_x, mass_x = branches(model, x_point, X)
assert np.allclose(stencil(followed) / HB2M, mass_x, atol=1e-4)
assert abs(mass_x.sum()) < 1e-8


def ordered_curvature(h):
    return (bands(model, x_point + h*X) + bands(model, x_point - h*X)
            - 2 * e_x)[5] / h**2 / HB2M


naive = [ordered_curvature(h) for h in (0.01, 0.005)]
assert np.isclose(naive[1] - naive[0], 2 * slope_x[5] * 100 / HB2M, rtol=1e-3)

# Conduction minimum on the Delta line.
fit = minimize_scalar(lambda q: bands(model, q * x_point)[4],
                      bounds=(0.4, 1.0), method="bounded",
                      options={"xatol": 1e-9})
k_min = fit.x * x_point
e_min, _, m_long = branches(model, k_min, X)
_, _, m_trans = branches(model, k_min, Y)
assert abs(m_long.sum()) < 1e-8 and abs(m_trans.sum()) < 1e-8
reciprocal = 2 * np.pi * np.linalg.inv(primitive).T
grid_min = min(bands(model, np.array(n) / 10 @ reciprocal)[4]
               for n in itertools.product(range(10), repeat=3))

# Nonparabolicity at kT above the minimum, towards Gamma.
kT = const.k * 300 / const.e
q_hot = brentq(lambda q: bands(model, q * x_point)[4] - fit.fun - kT,
               0.3 * fit.x, fit.x)
m_hot = branches(model, q_hot * x_point, X)[2][4]

# Homogeneous strain: a low-symmetry case, then thermal expansion.
shear = np.array([[0.01, 0.004, 0], [0.004, -0.005, 0.002], [0, 0.002, 0.003]])
strained_sum = fd_masses(make_model(strain=shear), generic, u111).sum()
assert abs(strained_sum) < 1e-5
warm = make_model(strain=0.001 * np.eye(3))
m_warm = branches(warm, k_min / 1.001, X)[2][4]

# On-site spin-orbit coupling, splitting = 1.5 * coupling for p states.
splitting = 0.04
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
l_dot_s = sum(np.kron(-1j * levi[c], pauli[c] / 2) for c in range(3))
so_atom = np.zeros((10, 10), complex)
so_atom[2:8, 2:8] = splitting / 1.5 * l_dot_s
so_onsite = np.kron(model[0], np.eye(2)) + np.kron(np.eye(2), so_atom)
so_model = (so_onsite, np.array([np.kron(b, np.eye(2)) for b in model[1]]), model[2])
e_so, _, m_so = branches(so_model, gamma, X)
assert np.allclose(m_so, fd_masses(so_model, gamma, X), atol=2e-3)  # small splitting
so_sum = fd_masses(so_model, generic, u111).sum()
assert abs(so_sum) < 1e-5

# Second-neighbour hopping breaks the rule; its zone average remains zero.
tau = 0.1
second_model = make_model(second=(0, 0, 0, tau, 0))
fcc = np.array([v for v in itertools.product((-a/2, 0, a/2), repeat=3)
                if np.count_nonzero(v) == 2])


def second_prediction(k, u):
    return -2 * tau * np.sum((fcc @ u)**2 * np.cos(fcc @ k)) / HB2M


second_gamma = fd_masses(second_model, gamma, X).sum()
second_min = fd_masses(second_model, k_min, X).sum()
assert np.isclose(second_gamma, -4 * tau * a**2 / HB2M, atol=1e-5)
for k in (generic, k_min):
    assert np.isclose(fd_masses(second_model, k, u111).sum(),
                      second_prediction(k, u111), atol=1e-5)
zone_average = np.mean([fd_masses(second_model, np.array(n) / 4 @ reciprocal, X).sum()
                        for n in itertools.product(range(4), repeat=3)])
assert abs(zone_average) < 1e-5


# Nearest-neighbour overlap S = 1 + kappa V breaks the rule as well.
def overlap_energies(kappa, k):
    S = np.eye(10) + kappa * bloch(model, k, X, 0) - kappa * model[0]
    return eigh(bloch(model, k), S, eigvals_only=True), S


def overlap_sum(kappa, k):
    return stencil(lambda t: overlap_energies(kappa, k + t*X)[0].sum()) / HB2M


kappa = -0.04
e_ov, S_gen = overlap_energies(kappa, generic)
assert np.isclose(e_ov.sum(),
                  np.trace(np.linalg.solve(S_gen, bloch(model, generic))).real)
overlap_gamma, overlap_min = overlap_sum(kappa, gamma), overlap_sum(kappa, k_min)
a_to_b = [b for b, p in zip(model[1], shells[0]) if p[0] == 0]
w = np.trace(a_to_b[0] @ a_to_b[1].T)
tiny = -1e-4
assert np.isclose(overlap_sum(tiny, gamma), 4 * tiny * w * a**2 / HB2M, rtol=5e-3)
assert abs(overlap_gamma) > 0.1

print(f"hbar^2/m0 = {HB2M:.5f} eV nm^2; lattice constant a = {a} nm")
print(f"on-site energies s, p, s* = {E_S}, {E_P}, {E_STAR} eV")
print("hopping ss, sp, s*p, pp-sigma, pp-pi =", *HOP, "eV")
print(f"shell radii = {shell_radii[0]:.4f}, {shell_radii[1]:.4f} nm; neighbours = "
      f"{len(shells[0])//2}, {len(shells[1])//2}")
print(f"sum of band energies at generic k = {bands(model, generic).sum():.6f} eV")
print(f"largest |sum m0/m|, 200 random k and u = {worst_sum:.1e}")
print(f"median sum of |m0/m| at the same points = {np.median(typical):.2f}")
print("Gamma: band, E (eV), m0/m along [100], m0/m along [111]")
for n in range(10):
    print(f"  {n+1:2d} {e_gamma[n]:9.4f} {gamma_masses['100'][n]:10.4f} "
          f"{gamma_masses['111'][n]:10.4f}")
print(f"Gamma [100]: sum bands 1-4 = {gamma_masses['100'][:4].sum():.4f}, "
      f"bands 5-10 = {gamma_masses['100'][4:].sum():.4f}")
print(f"Gamma bands 2-4: sum m0/m, any direction = {top_sums[0]:.4f}")
print(f"Delta-line conduction minimum at {fit.x:.4f} of Gamma-X, E = {fit.fun:.4f} eV")
print(f"gap from Gamma valence top = {fit.fun - e_gamma[3]:.4f} eV")
print(f"lowest band-5 energy on 10x10x10 zone grid = {grid_min:.4f} eV")
print("Delta minimum: band, E (eV), m0/m along axis, m0/m across axis")
for n in range(10):
    print(f"  {n+1:2d} {e_min[n]:9.4f} {m_long[n]:10.4f} {m_trans[n]:10.4f}")
print(f"band 5 there: m/m0 along = {1/m_long[4]:.4f}, across = {1/m_trans[4]:.4f}")
print(f"X, bands 5 and 6: E = {e_x[4]:.4f} eV, slopes = {slope_x[4]:.4f}, "
      f"{slope_x[5]:.4f} eV nm")
print(f"X, followed branches 5 and 6: m0/m = {mass_x[4]:.4f}, {mass_x[5]:.4f}")
print(f"X, energy-ordered band 6, steps 0.01 and 0.005 /nm: {naive[0]:.1f}, {naive[1]:.1f}")
print("generic k =", *generic, "1/nm, band 5 along [100]:")
print(f"  total m0/m = {total_generic[4]:.4f}; direct part, atom phases = "
      f"{direct_parts[0][4]:.4f}, cell phases = {direct_parts[1][4]:.4f}")
print(f"second-neighbour pp-sigma = {tau} eV: sum m0/m at Gamma = {second_gamma:.4f}")
print(f"  at Delta minimum along axis = {second_min:.4f}; zone average = {zone_average:.1e}")
print(f"overlap kappa = {kappa} /eV: ss, sp, pp-sigma overlaps = "
      f"{kappa*HOP[0]:.3f}, {kappa*HOP[1]:.3f}, {kappa*HOP[3]:.3f}")
print(f"  bond-pair trace w = {w:.4f} eV^2; sum m0/m at Gamma = {overlap_gamma:.4f}")
print(f"  sum m0/m at Delta minimum along axis = {overlap_min:.4f}")
print(f"spin-orbit atomic splitting = {splitting} eV: sum m0/m at generic k = {so_sum:.1e}")
print(f"  Gamma top six states [100], E = {e_so[2]:.4f}, {e_so[4]:.4f} eV; m0/m =",
      *[f"{v:.3f}" for v in m_so[2:8]])
print(f"low-symmetry strain up to 1 %: sum m0/m at generic k = {strained_sum:.1e}")
print(f"expansion 0.1 %: band-5 axial m0/m {m_long[4]:.4f} -> {m_warm:.4f}")
print(f"kT at 300 K = {kT:.5f} eV; axial m0/m that far above minimum = {m_hot:.4f}")
print("done: every assertion held")
```

Running it gives:

```
hbar^2/m0 = 0.07620 eV nm^2; lattice constant a = 0.54 nm
on-site energies s, p, s* = -4.0, 1.7, 6.7 eV
hopping ss, sp, s*p, pp-sigma, pp-pi = -2.1 2.5 2.4 2.7 -0.7 eV
shell radii = 0.2338, 0.3818 nm; neighbours = 4, 12
sum of band energies at generic k = 15.600000 eV
largest |sum m0/m|, 200 random k and u = 8.0e-09
median sum of |m0/m| at the same points = 6.72
Gamma: band, E (eV), m0/m along [100], m0/m along [111]
   1  -12.4000     1.0020     1.0020
   2   -0.0333    -5.3644    -7.6998
   3   -0.0333    -2.4212    -1.2535
   4   -0.0333    -2.4212    -1.2535
   5    3.4333    -3.9059    -1.5706
   6    3.4333     2.4212     1.2535
   7    3.4333     2.4212     1.2535
   8    4.4000     1.5875     1.5875
   9    6.7000     2.1824     2.1824
  10    6.7000     4.4984     4.4984
Gamma [100]: sum bands 1-4 = -9.2048, bands 5-10 = 9.2048
Gamma bands 2-4: sum m0/m, any direction = -10.2068
Delta-line conduction minimum at 0.7237 of Gamma-X, E = 1.0963 eV
gap from Gamma valence top = 1.1296 eV
lowest band-5 energy on 10x10x10 zone grid = 1.1382 eV
Delta minimum: band, E (eV), m0/m along axis, m0/m across axis
   1  -10.0372     0.5071     0.5658
   2   -5.9898     0.5756    -1.3960
   3   -2.4770     0.7964    -0.5307
   4   -2.4770     0.7964     0.8860
   5    1.0963     1.4120     0.6135
   6    2.8163     0.0319    -0.6158
   7    5.8770    -0.7964    -0.7674
   8    5.8770    -0.7964     0.3749
   9   10.3773    -1.2781     0.0802
  10   10.5372    -1.2485     0.7894
band 5 there: m/m0 along = 0.7082, across = 1.6300
X, bands 5 and 6: E = 1.6089 eV, slopes = -0.2982, 0.2982 eV nm
X, followed branches 5 and 6: m0/m = 0.9135, 0.9135
X, energy-ordered band 6, steps 0.01 and 0.005 /nm: 783.6, 1566.2
generic k = 1.7 0.9 -2.6 1/nm, band 5 along [100]:
  total m0/m = -1.6704; direct part, atom phases = -0.0299, cell phases = -0.3518
second-neighbour pp-sigma = 0.1 eV: sum m0/m at Gamma = -1.5307
  at Delta minimum along axis = 0.9892; zone average = -3.3e-10
overlap kappa = -0.04 /eV: ss, sp, pp-sigma overlaps = 0.084, -0.100, -0.108
  bond-pair trace w = -5.6022 eV^2; sum m0/m at Gamma = 4.1583
  sum m0/m at Delta minimum along axis = -2.8786
spin-orbit atomic splitting = 0.04 eV: sum m0/m at generic k = -6.6e-09
  Gamma top six states [100], E = -0.0600, -0.0200 eV; m0/m = -3.371 -3.371 -4.393 -4.393 -2.443 -2.443
low-symmetry strain up to 1 %: sum m0/m at generic k = -2.3e-10
expansion 0.1 %: band-5 axial m0/m 1.4120 -> 1.4105
kT at 300 K = 0.02585 eV; axial m0/m that far above minimum = 1.4216
done: every assertion held
```
